# Zel'dovich Rearrangement of Coulomb S Levels and Its Loss under Absorption

## 1. The result

Let a particle of reduced mass $\mu$ be bound in an S state by the Coulomb potential $-Ze^2/r$ and by an attractive well of radius $R$, much smaller than the Bohr radius $B=\hbar^2/(\mu Ze^2)$. I use $\hbar=\mu=Ze^2=1$: lengths are in units of $B$, energies in units of $\mu(Ze^2)^2/\hbar^2$. The energy is written

$$E=-\frac{1}{2\nu^2},$$

so that the pure Coulomb levels are $\nu=n$.

As the well is deepened through a strength slightly below the one at which it alone would bind, each level with $n\ge2$ falls from $\nu\approx n$ to $\nu\approx n-1$. The 1S level falls out of the atomic spectrum and becomes the state bound by the well. This happens in a window of well strength whose relative width is of order $R/B$.

Absorption does not smooth this step gradually. Weak absorption leaves the full drop and makes its middle steeper. Above a critical absorption the net drop is gone: the real part of $\nu$ moves by less than about a quarter of a unit and returns to $n$. This remaining excursion is what fades as absorption grows.

The model is nonrelativistic, with

$$V(r)=-\frac1r-g\,V_1\,\theta(R-r),\qquad V_1=\frac{\pi^2}{8R^2}.$$

Without the Coulomb term the wave number inside at zero energy is $K=\sqrt{2gV_1}=\pi\sqrt g/(2R)$. An S state first binds when $KR=\pi/2$, hence at $g=1$.

## 2. First contribution: the Coulomb tail

For $r>R$ the radial function $u=r\psi$ obeys $u''=(1/\nu^2-2/r)u$. With $s=2r/\nu$ this becomes $u_{ss}=(1/4-\nu/s)u$. For $0<\nu<1$ the decaying solution is

$$u=s\,e^{-s/2}\phi(s),\qquad \phi=\int_0^\infty e^{-st}q(t)\,dt,\qquad q=\left(\frac{1+t}{t}\right)^{\nu}.$$

To verify it, insert $u$. The equation for $\phi$ is $s\phi''+(2-s)\phi'-(1-\nu)\phi=0$. Its left side is the integral of $e^{-st}q\,[s\,t(1+t)-1-2t+\nu]$. Since $t(1+t)q'=-\nu q$, this integrand is the derivative of $-e^{-st}t(1+t)q$, which vanishes at both ends.

For small $s$, separate the 1 to which $q$ tends:

$$s\phi=1+s\int_0^\infty e^{-st}(q-1)\,dt .$$

At large $t$, $q-1\approx\nu/t$. Because $\int_1^\infty e^{-st}dt/t\to-\ln s-\gamma$, the integral tends to $\nu(-\ln s-\gamma)+C$, where

$$C=\lim_{T\to\infty}\left[\int_0^T(q-1)\,dt-\nu\ln T\right].$$

Put $p=t/(1+t)$, so $dt=dp/(1-p)^2$ and $q=p^{-\nu}$. Integrate by parts with $p/(1-p)$ as the antiderivative of $1/(1-p)^2$. The boundary term is $T(1+1/T)^{\nu}\to T+\nu$; its $T$ cancels against $-\int_0^T dt$, leaving $\nu$. The rest is

$$\nu\int_0^{P}\frac{p^{-\nu}}{1-p}dp\;\to\;\nu\left[-\psi(1-\nu)-\gamma+\ln T\right],\qquad P=\frac{T}{1+T},$$

by the integral $\psi(a)+\gamma=\int_0^1(1-p^{a-1})/(1-p)\,dp$ for the digamma function. Thus $C=\nu[1-\gamma-\psi(1-\nu)]$. Using $s\nu=2r$ and $e^{-s/2}\approx1-r/\nu$,

$$u\approx1-2r[\ln 2r+2\gamma-1]-2r\,G(\nu),$$

$$G(\nu)=\psi(1-\nu)+\frac1{2\nu}-\ln\nu .$$

Analytic continuation in $\nu$ extends this to $\nu>1$. The bracket does not depend on energy. All that the well can learn about the energy from outside is the number $G$.

**One root per interval.** Differentiate $u''=2(V-E)u$ with respect to $E$ and write $v=\partial_Eu$. Then $(uv'-vu')'=-2u^2$. Integrating from $r$ to infinity gives $uv'-vu'=2\int_r^\infty u^2$, and therefore $\partial_E(u'/u)=2\int_r^\infty u^2/u(r)^2$. As $r\to0$ with $u(0)=1$, the left side tends to $-2\,dG/dE$, so

$$\frac{dG}{dE}=-\int_0^\infty u^2\,dr<0 .$$

Since $E$ rises with $\nu$, $G$ falls with $\nu$. The poles of $\psi(1-\nu)$, together with $1/(2\nu)$ for the first interval, make $G$ run from $+\infty$ just above $n-1$ to $-\infty$ just below $n$. Each real value of $G$ therefore occurs once in each interval.

**Simple form.** With $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$ and $\psi(\nu)\approx\ln\nu-1/(2\nu)-1/(12\nu^2)$,

$$G\approx\pi\cot\pi\nu-\frac1{12\nu^2}.$$

The last term is small already for $n=2$.

## 3. Second contribution: the well

Near the well the term $1/\nu^2$ is negligible beside $2/r$ and $K^2$. The exterior function there is a zero-energy Coulomb solution,

$$u\propto h-\frac{f}{a_c},$$

where $f\approx r$ is regular and $h\approx1-2r[\ln2r+2\gamma-1]$. This defines the Coulomb-modified scattering length $a_c$. Comparison with Section 2 gives the level equation

$$2G(\nu)=\frac1{a_c},\qquad\text{or}\qquad \cot\pi\nu\approx z\equiv\frac{1}{2\pi a_c}.$$

Far from threshold $a_c$ is small and $\nu\approx n+2a_c$, an energy shift $2a_c/n^3$. As the well deepens, $a_c$ starts at $0^-$, passes through $-\infty$ to $+\infty$, and returns to $0^+$. Then $1/a_c$ rises from $-\infty$ to $+\infty$, and $\nu$ crosses its whole interval from $n$ to $n-1$.

For 1S the lower end is $\nu\to0$, where $G\approx1/(2\nu)$. Hence $\nu\approx a_c$ and $E\approx-1/(2a_c^2)$, the energy of a shallow state of a short-range well. This form fails when the state becomes as small as the well, $R/\nu\sim1$.

**Why the drop is rapid.** Without the Coulomb term inside, $u=\sin Kr$ and $u'/u=K\cot KR$ at the edge. Near threshold $\cot KR\approx-(KR-\pi/2)$ and $KR-\pi/2\approx\pi(g-1)/4$, so

$$K\cot KR\approx-\frac{\pi^2(g-1)}{8R}.$$

The logarithmic derivative at the well changes on the scale $1/R$. The atom needs a change of only order $1/B$ to move a level by one unit of $\nu$. The ratio of these scales makes the window narrow.

## 4. Third contribution: Coulomb attraction at the well

The Coulomb term inside adds to $u'/u$. With $u_0=\sin Kr$, the identity $(u_0u'-uu_0')'=-(2/r)uu_0$ gives, to first order at $KR=\pi/2$,

$$\delta\!\left(\frac{u'}u\right)=-2\int_0^R\frac{\sin^2Kr}{r}dr=-\int_0^{\pi}\frac{1-\cos t}{t}dt=-\mathrm{Cin}(\pi).$$

Outside, $u(R)\approx1$ and $u'(R)\approx-2\ln2R-4\gamma-1/a_c$. Equating the logarithmic derivatives,

$$\frac1{a_c}=\frac{\pi^2(g-1)}{8R}+\mathrm{Cin}(\pi)+2\ln\frac1{2R}-4\gamma .$$

Dividing by $2\pi$,

$$z=\frac{\pi(g-g_c)}{16R},\qquad g_c=1-\frac{8R}{\pi^2}\left[\mathrm{Cin}(\pi)+2\ln\frac1{2R}-4\gamma\right].$$

From $z=-1$ to $z=1$ the level goes from $n-1/4$ to $n-3/4$. This middle half of the drop has the width

$$\Delta g=\frac{32R}{\pi B}.$$

Take $R=0.001$. The bracket is $1.65+12.43-2.31=11.77$, so $g_c=1-0.00954=0.99046$; full zero-energy matching gives $0.99057$. The half-width is $16R/\pi=0.00509$. The Coulomb shift of the centre is thus nearly twice the half-width: when the well alone reaches its threshold, most of the drop has already occurred. In units of the half-width the shift is the bracket divided by $2\pi$, and it grows logarithmically as $R\to0$.

## 5. The drop in numbers

Let $x=(g-g_c)/0.00509$, measured from the matched centre. Diagonalization of the full Hamiltonian gives:

| $x$ | $\nu$ of level 2 | level 3 | level 4 |
|---:|---:|---:|---:|
| −5 | 1.940 | 2.940 | 3.940 |
| −1 | 1.753 | 2.754 | 3.754 |
| 0 | 1.496 | 2.499 | 3.499 |
| 1 | 1.245 | 2.247 | 3.247 |
| 5 | 1.063 | 2.063 | 3.063 |

The tails are slow: $n-\nu\approx1/(\pi|x|)$ on the left. From $x=-5$ to $5$ the energy of level 3 goes from $-0.058$ to $-0.117$, while $g$ changes by 5%. Level 1 goes from $-0.57$ to $-347$. At $x=5$ the estimate $\nu\approx a_c\approx1/(10\pi)=0.032$ compares with the computed $0.038$; the other terms of $G$ are not yet negligible.

The width of the middle half for level 3 is $0.00997$, against $0.01019$ from the formula. For $R=0.01$ the values are $0.090$ and $0.102$. The main correction comes from setting $u(R)=1$. With $L=u'/u$ at $R$, full matching reads

$$\frac1{a_c}=\frac{h'-Lh}{f'-Lf},\qquad \frac{d(1/a_c)}{dL}=-\frac1{(f'-Lf)^2},$$

where $hf'-fh'=1$ was used. At the centre $L=h'/h$, and the derivative is $-h(R)^2$. For $R=0.001$, $h^2\approx1.024$, which narrows the window. The next term in the expansion of $K\cot KR$ multiplies the slope by $1+(g-1)/2\approx0.995$, leaving a net factor of 1.02.

**The state stays atomic.** Let $P$ be the probability inside the well. The Hellmann–Feynman theorem gives $dE/dg=-V_1P$. At the centre $d\nu/dz=-1/\pi$, hence $d\nu/dg=-1/(16R)$ and $dE/dg=-1/(16R\nu^3)$. Therefore

$$P=\frac{1}{16R\nu^3}\,\frac{8R^2}{\pi^2}=\frac{R}{2\pi^2\nu^3}.$$

For level 3 this is $3.2\times10^{-6}$; diagonalization gives $3.3\times10^{-6}$. Multiplied by $V_1=1.23\times10^6$ it gives $dE/dg\approx-4.1$, so a change of $0.001$ in $g$ moves the energy by about $0.004$, or 5% of $|E|=0.080$ at the centre. From $x=-1$ to $1$, where $g$ changes by $0.010$, the energy goes from $-0.066$ to $-0.099$. A tiny probability suffices because the well is so deep.

**One node moves in.** When $\tan KR=KR$, the inner function joins smoothly to $u\propto r$ and the well alone has zero scattering length. The outer wave is then again the regular Coulomb one. The first such strength after $g=0$ is $g=8.183$. There levels 3 and 4 have $\nu=2.000$ and $3.000$. The third state keeps its two nodes, but one now lies inside the well, so the outer wave has the single node of a 2S state. At $g=24.19$, past the threshold at $g=9$, the values are $1.000$ and $2.000$, and both nodes of level 3 are inside.

The later windows are equally wide in $g$ at leading order. At any threshold $KR=(k-\tfrac12)\pi$ one has $d(K\cot KR)/dg=-K^2R/(2g)=-\pi^2/(8R)$, independent of $k$.

## 6. Fourth contribution: absorption

Let the well be $-(g+iw)V_1$ with $w>0$. Multiplying the radial equation by $u^*$ and taking the imaginary part gives

$$\mathrm{Im}\,E=-wV_1\frac{\int_0^R|u|^2dr}{\int_0^\infty|u|^2dr}<0,$$

so the level decays with width $\Gamma=-2\,\mathrm{Im}\,E$. Near the centre

$$z=x+iy,\qquad y=\frac{\pi w}{16R}.$$

Writing $\cot\pi\nu$ in exponentials and solving $\cot\pi\nu=z$ gives $e^{2\pi i\nu}=(z+i)/(z-i)$, hence

$$\nu=n+\frac1{2\pi i}\ln\frac{z+i}{z-i},$$

with the logarithm followed continuously from zero at $x=-\infty$. Its real part is

$$\mathrm{Re}\,\nu-n=\frac1{2\pi}\left[\arg(z+i)-\arg(z-i)\right].$$

As $x$ runs from $-\infty$ to $\infty$, $\arg(z+i)$ changes by $-\pi$. The change of $\arg(z-i)$ depends on the side on which the path passes $z=i$:

- For $y<1$ the path passes below, $\arg(z-i)$ changes by $+\pi$, and the net change of $\mathrm{Re}\,\nu$ is $-1$.
- For $y>1$ it passes above, $\arg(z-i)$ changes by $-\pi$, and the net change is $0$.

The critical absorption is therefore

$$w_c\approx\frac{16R}{\pi},\qquad W_c=w_cV_1\approx\frac{2\pi}{R},$$

half the window width. For $R=0.001$, $w_c\approx0.0051$ and $W_c\approx6.3\times10^3$, only 0.5% of the real depth $V_1$. If the absorptive and real parts of a short-range interaction are comparable, $y$ is of order $B/R$ and there is no rearrangement.

**Below the critical value.** From $d\nu/dz=-1/[\pi(1+z^2)]$, the slope at $x=0$ is

$$\frac{d\nu}{dx}=-\frac1{\pi(1-y^2)} .$$

Absorption with $y=0.5$ should steepen the centre by $1.33$. The computed slopes for level 3 are $-0.325$ and $-0.440$, a ratio of $1.35$. The slope of the real energy also grows, by $1.32$.

**Above the critical value.** The central slope is now positive. For $x<0$,

$$\tan\left[2\pi(n-\mathrm{Re}\,\nu)\right]=\frac{2|x|}{x^2+y^2-1},$$

by the subtraction formula for the tangent. The right side is largest at $|x|=\sqrt{y^2-1}$, where it equals $1/\sqrt{y^2-1}$. The largest excursion is thus

$$\delta_{\max}=\frac{1}{2\pi}\arcsin\frac1y\;\to\;\frac1{2\pi y}\quad(y\gg1).$$

The level first dips by this amount, recovers $n$ near the centre, rises above $n$ by the same amount, and returns. In this regime absorption does smooth the effect out.

Diagonalization gives for level 3:

| $y$ | $\mathrm{Re}\,\nu$, $x=-15$ | $x=0$ | $x=15$ | $\Gamma$, $x=0$ |
|---:|---:|---:|---:|---:|
| 0.5 | 2.981 | 2.498 | 2.022 | 0.023 |
| 0.9 | 2.981 | 2.484 | 2.022 | 0.061 |
| 1.1 | 2.981 | 3.011 | 3.022 | 0.032 |
| 2.0 | 2.981 | 3.002 | 3.022 | 0.013 |

Between $y=0.9$ and $1.1$ the fate of the level changes, although $w$ changes only from $0.0046$ to $0.0056$. Levels 2 and 4 were followed too and change their fate between the same two values. The single critical point $z=i$ belongs to the cotangent form. With the full $G$ it splits into one branch point for each pair of neighbouring levels, at $y\approx0.971,\,0.977,\,0.978,\,0.979,\dots$ for $R=0.001$, accumulating near $0.980$, where the exact $\mathrm{Im}\,z$ reaches 1. Inside this narrow band the lower levels already return to $n$ and the higher ones still drop by one, while the level between them falls all the way to the state bound by the well: level 2 at $y=0.974$, level 3 at $y=0.9776$. For $y=2$ the excursions are $0.080$ down and $0.083$ up, against $0.083$ from the formula.

**The width.** At $x=0$ the modulus of $(z+i)/(z-i)$ gives

$$-\mathrm{Im}\,\nu=\frac1{2\pi}\ln\left|\frac{1+y}{1-y}\right| .$$

This grows up to $y=1$ and falls beyond it, as $1/(\pi y)$ for $y\gg1$. Its logarithmic divergence at $y=1$ belongs to the cotangent form: there $\cot\pi\nu\to i$, and the dropped term $1/(12\nu^2)$ is no longer negligible beside $\cot\pi\nu-i$. Above the critical value a more absorptive well gives a narrower atomic level at the centre, as the last column shows. Away from the centre the same modulus gives $-\mathrm{Im}\,\nu=\frac1{4\pi}\ln\frac{x^2+(y+1)^2}{x^2+(y-1)^2}$, which grows with $y$ until $y^2=1+x^2$, so there the narrowing sets in only at larger $y$. The reason is that $|a_c|=1/(2\pi y)$ at the centre: strong absorption makes the scattering length small, and the outer wave approaches the regular Coulomb one, which is small at the well.

## 7. Weighing the contributions

The Coulomb tail sets the size of the drop, one unit of $\nu$. The well sets its speed. The Coulomb attraction near the well moves the centre by about 1.9 half-widths for $R=0.001$. Absorption decides whether there is a net drop at all.

The corrections are smaller. The factor of 1.02 from Section 5 also multiplies $y$: the exact $\mathrm{Im}\,z$ at the centre is $0.918$ for nominal $y=0.9$ and $1.122$ for $1.1$. Near $z=i$ this matters. For $y=0.9$ the formula for $-\mathrm{Im}\,\nu$ gives $0.469$ with the nominal value and $0.502$ with the exact one; diagonalization gives $0.505$.

Farther out $\mathrm{Im}\,z$ drifts, because $L$ falls as $g$ grows and $1/(f'-Lf)^2$ falls with it. For $y=1.1$ it is $0.970$ at $x=15$, below 1, yet the level has returned to $3.022$. What counts is the side on which the path passes $z=i$, not its height far away.

The neglected energy dependence at the well is of order $R/\nu^2$ in $1/a_c$, which for $n\ge2$ is very small beside the scale $2\pi$. The level equation with the fully matched $a_c$ was tested against diagonalization: $\nu$ agrees within $0.002$ for the real well and $0.003$ for the absorptive one. The numerical output lists the values used here.

The picture requires $R\ll B$. As $R/B$ grows, the window broadens until successive thresholds are no longer separated by flat stretches, and the drop ceases to be a distinct event.

## Computed results

```
Units: length B, energy mu(Ze^2)^2/hbar^2; nu, g, w, x, y pure numbers
well radius R = 0.001 B; depth at g=1: V1 = 1.2337e+06 energy units
Cin(pi) = 1.6483
window centre g_c: matching 0.99057, formula 0.99046
First threshold, no absorption: x, g, nu of levels 1 to 4
   -5 0.96510 0.9396 1.9398 2.9399 3.9399
      energies (energy units): -0.56635 -0.13287 -0.05785 -0.03221
   -1 0.98547 0.7473 1.7527 2.7535 3.7537
    0 0.99057 0.4694 1.4964 2.4987 3.4993
      energies (energy units): -2.26882 -0.22330 -0.08009 -0.04083
    1 0.99566 0.1974 1.2451 2.2468 3.2472
    5 1.01603 0.0380 1.0629 2.0631 3.0631
      energies (energy units): -347.16292 -0.44261 -0.11748 -0.05329
window width in g, R=0.001 B: diagonalized 0.00997, 32R/pi 0.01019
window width in g, R=0.01 B: diagonalized 0.09003, 32R/pi 0.10186
level 3 at centre: probability in well 3.317e-06, formula 3.247e-06
Between thresholds: g, nu of levels 3 and 4, level-3 nodes in/out
  0.0000 3.0000 4.0000 0/2
  8.1830 2.0000 3.0000 1/1
  24.1872 1.0000 2.0000 2/0
central slope of Re nu_3 per unit x: y=0 -0.3251, y=0.5 -0.4398
  ratio 1.353 (formula 1.333); ratio for Re E 1.317
critical absorption: w_c = 0.00509, W_c = 6283.2 energy units
y=0.5, w=0.00255: Re nu_3 at x=-15, 0, 15: 2.9808 2.4977 2.0223
  exact Im z at x=-15, 0, 15: 0.598 0.510 0.441
  centre: -Im nu_3 0.1794 (formula 0.1748), Re E -0.07892, width -2 Im E 0.02280 energy units
y=0.9, w=0.00458: Re nu_3 at x=-15, 0, 15: 2.9809 2.4836 2.0223
  exact Im z at x=-15, 0, 15: 1.076 0.918 0.794
  centre: -Im nu_3 0.5048 (formula 0.4686), Re E -0.07167, width -2 Im E 0.06078 energy units
y=1.1, w=0.00560: Re nu_3 at x=-15, 0, 15: 2.9809 3.0109 3.0222
  exact Im z at x=-15, 0, 15: 1.315 1.122 0.970
  centre: -Im nu_3 0.4527 (formula 0.4846), Re E -0.05155, width -2 Im E 0.03172 energy units
  excursion of Re nu_3: down 0.1732, up 0.1764, formula 0.1816
y=2.0, w=0.01019: Re nu_3 at x=-15, 0, 15: 2.9812 3.0024 3.0220
  exact Im z at x=-15, 0, 15: 2.390 2.041 1.763
  centre: -Im nu_3 0.1706 (formula 0.1748), Re E -0.05493, width -2 Im E 0.01253 energy units
  excursion of Re nu_3: down 0.0799, up 0.0831, formula 0.0833
```
